# Zero-Field Splitting of a Triplet from Second-Order Spin-Orbit Coupling: verification in Python

```python
"""Zero-field splitting of a triplet from second-order spin-orbit coupling.

Result under test, for a ground multiplet of spin S and H_SO = sum_k V^k_k,
V^k_m = sum_i h_k(i) s_m(i)  (k: orbital component, m: spin component):
  D_kl = sum_b g(S_b) m_k m_l^* / Delta_b,   Delta_b = E_b - E_0,
  S_b = S   : g = -1/S^2,               m_k = <0 S S|V^k_z|b S S>
  S_b = S-1 : g = 1/(2S(2S-1)),         m_k = <0 S S|V^k_+|b S-1 S-1>
  S_b = S+1 : g = 1/(2(S+1)(2S+1)),     m_k = <0 S S|V^k_-|b S+1 S+1>
  H_eff = sum_kl D_kl S_k S_l - S^2 tr D(S-1) - (S+1)^2 tr D(S+1).
Energies are in cm^-1.
"""
from itertools import combinations
import numpy as np
from scipy.constants import c as speed_of_light


def spin_matrices(j):
    """Cartesian angular momentum matrices, basis ordered m = j, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def prefactor(S, Sb):
    if Sb == S:
        return -1 / S**2
    if Sb == S - 1:
        return 1 / (2 * S * (2 * S - 1))
    return 1 / (2 * (S + 1) * (2 * S + 1))


def constant_factor(S, Sb):
    return {S - 1: S**2, S: 0.0, S + 1: (S + 1)**2}[Sb]


# ---- Spin algebra: the spin of one partner in a coupled pair is a vector
# operator that connects total spin S with S-1, S and S+1.
def check_spin_algebra(S, j1, j2):
    n1, n2 = int(round(2 * j1)) + 1, int(round(2 * j2)) + 1
    v = np.array([np.kron(a, np.eye(n2)) for a in spin_matrices(j1)])
    J = v + np.array([np.kron(np.eye(n1), a) for a in spin_matrices(j2)])
    values, vectors = np.linalg.eigh(sum(a @ a for a in J))

    def basis(spin):
        return vectors[:, abs(values - spin * (spin + 1)) < 1e-8]

    G = basis(S)
    s = np.array([G.conj().T @ a @ G for a in J])
    top = np.linalg.eigh(s[2])[1][:, -1]
    unit = np.eye(len(top))
    for Sb, eigenvalue in ((S - 1, -(S + 1)), (S, -1), (S + 1, S)):
        B = basis(Sb)
        T = np.array([G.conj().T @ a @ B for a in v])
        assert np.linalg.norm(T) > 1e-3
        for k in range(3):
            a, b = (k + 1) % 3, (k + 2) % 3
            cross = 1j * (s[a] @ T[b] - s[b] @ T[a])
            assert np.allclose(cross, eigenvalue * T[k], atol=1e-9)
        strength = sum(np.trace(t @ t.conj().T).real for t in T) / (2 * Sb + 1)
        ladder = {S - 1: T[0] + 1j * T[1], S: T[2],
                  S + 1: T[0] - 1j * T[1]}[Sb]
        m2 = np.linalg.norm(top.conj() @ ladder)**2
        ratio = {S - 1: 2 * (2 * S - 1) / (2 * S + 1), S: S / (S + 1),
                 S + 1: 2.0}[Sb]
        assert np.isclose(m2, ratio * strength)
        for k in range(3):
            for l in range(3):
                W = T[k] @ T[l].conj().T
                kl, lk, d = s[k] @ s[l], s[l] @ s[k], float(k == l)
                if Sb == S:
                    P = kl / (S * (S + 1))
                elif Sb == S - 1:
                    P = (S**2 * d * unit - S * lk + (S - 1) * kl)
                    P = P / (S * (2 * S + 1))
                else:
                    P = (S + 1)**2 * d * unit + (S + 1) * lk - (S + 2) * kl
                    P = P / ((S + 1) * (2 * S + 1))
                assert np.allclose(W, strength * P, atol=1e-9)
                W_sym = (W + T[l] @ T[k].conj().T) / 2
                form = (kl + lk) / 2 - constant_factor(S, Sb) * d * unit
                assert np.allclose(-W_sym, prefactor(S, Sb) * m2 * form,
                                   atol=1e-9)


check_spin_algebra(1.0, 2.0, 2.0)
check_spin_algebra(1.5, 2.0, 1.5)
check_spin_algebra(2.0, 2.0, 2.0)

# ---- Full CI space: 4 electrons in 5 orbitals; spin orbital = 2*orbital+spin
n_orb, n_el = 5, 4
dets = [sum(1 << i for i in occ) for occ in combinations(range(10), n_el)]
position = {det: i for i, det in enumerate(dets)}
n_det = len(dets)
hop = np.zeros((10, 10, n_det, n_det))
for col, det in enumerate(dets):
    for q in range(10):
        if not det >> q & 1:
            continue
        rest = det ^ (1 << q)
        parity_q = bin(det & ((1 << q) - 1)).count("1")
        for p in range(10):
            if rest >> p & 1:
                continue
            parity = parity_q + bin(rest & ((1 << p) - 1)).count("1")
            hop[p, q, position[rest | (1 << p)], col] = (-1)**parity


def one_body(orbital_part, spin_part):
    return np.tensordot(np.kron(orbital_part, spin_part), hop, 2)


half = spin_matrices(0.5)
half_plus, half_minus = half[0] + 1j * half[1], half[0] - 1j * half[1]
total_S = np.array([one_body(np.eye(n_orb), a) for a in half])
S_squared = sum(a @ a for a in total_S).real
S_z = np.diag(total_S[2]).real
S_lower = (total_S[0] - 1j * total_S[1]).real
triplet_S = spin_matrices(1.0)


def spin_free_hamiltonian(field, exchange):
    """Kanamori interaction with U' = 0 and U = 2*exchange."""
    E = [[hop[2*p, 2*q] + hop[2*p+1, 2*q+1] for q in range(n_orb)]
         for p in range(n_orb)]
    H = one_body(field, np.eye(2))
    for i in range(n_orb):
        H = H + exchange * (E[i][i] @ E[i][i] - E[i][i])
        for j in range(n_orb):
            if i != j:
                H = H + exchange / 2 * (E[i][j] @ E[i][j]
                                        + E[i][j] @ E[j][i] - E[i][i])
    return H


def multiplets(H0, spin):
    """Energies and M = spin members of all multiplets of the given spin."""
    rows = np.where(abs(S_z - spin) < 1e-9)[0]
    values, vectors = np.linalg.eigh(S_squared[np.ix_(rows, rows)])
    adapted = np.zeros((n_det, int(sum(abs(values - spin*(spin+1)) < 1e-6))))
    adapted[rows] = vectors[:, abs(values - spin * (spin + 1)) < 1e-6]
    energies, mix = np.linalg.eigh(adapted.T @ H0 @ adapted)
    return energies, adapted @ mix


def derived_tensor(H0, h):
    """State-by-state contributions to D for each excited spin."""
    E1, C1 = multiplets(H0, 1)
    ground, result = C1[:, 0], {}
    for Sb, part in ((0, half_plus), (1, half[2]), (2, half_minus)):
        E, C = multiplets(H0, Sb)
        if Sb == 1:
            E, C = E[1:], C[:, 1:]
        gap = E - E1[0]
        assert gap.min() > 0
        m = np.array([ground @ one_body(hk, part) @ C for hk in h])
        D = prefactor(1, Sb) * np.einsum("kb,lb,b->bkl", m, m.conj(), 1 / gap)
        assert abs(D.imag).max() < 1e-9
        result[Sb] = (gap, m, D.real)
    return E1[0], ground, result


def direct_effective_hamiltonian(H0, H_SO, E0, ground):
    """3x3 second-order matrices from the resolvent, split by total spin."""
    zero = S_lower @ ground / np.sqrt(2)
    G = np.array([ground, zero, S_lower @ zero / np.sqrt(2)]).T
    first_order = G.T @ H_SO @ G
    assert abs(first_order).max() < 1e-7
    B = H_SO @ G - G @ first_order
    shifted = H0 - E0 * np.eye(n_det) + 1e5 * G @ G.T
    X = np.linalg.solve(shifted, B)
    result, casimir = {}, {0: 0.0, 1: 2.0, 2: 6.0}
    for Sb in casimir:
        Y = X
        for other in casimir:
            if other != Sb:
                Y = (S_squared @ Y - casimir[other] * Y) / (
                    casimir[Sb] - casimir[other])
        result[Sb] = -B.conj().T @ Y
    return result


def compare(H0, h):
    E0, ground, parts = derived_tensor(H0, h)
    H_SO = sum(one_body(h[k], half[k]) for k in range(3))
    direct = direct_effective_hamiltonian(H0, H_SO, E0, ground)
    for Sb in (0, 1, 2):
        D = parts[Sb][2].sum(axis=0)
        assert np.linalg.norm(D) > 1e-3
        model = np.einsum("kl,kab,lbc->ac", D, triplet_S, triplet_S)
        model = model - constant_factor(1, Sb) * np.trace(D) * np.eye(3)
        assert np.allclose(model, direct[Sb], atol=1e-7)
        sign = -1 if Sb == 1 else 1
        assert np.linalg.eigvalsh(sign * D).min() > -1e-9
    return E0, ground, parts, H_SO, sum(direct.values())


# ---- Worked model: orbitals xy, xz, yz, z2, x2-y2
r = 1 / np.sqrt(2)
real_orbitals = np.array([[-1j*r, 0, 0, 0, 1j*r], [0, -r, 0, r, 0],
                          [0, 1j*r, 0, 1j*r, 0], [0, 0, 1, 0, 0],
                          [r, 0, 0, 0, r]]).T
L = np.array([real_orbitals.conj().T @ a @ real_orbitals
              for a in spin_matrices(2.0)])
assert abs(L.real).max() < 1e-12
orbital_energy = np.array([0.0, 4000.0, 3000.0, 22000.0, 24000.0])
exchange, zeta = 2500.0, 400.0
H0 = spin_free_hamiltonian(np.diag(orbital_energy), exchange)
assert np.allclose(H0 @ S_squared, S_squared @ H0, atol=1e-6)
E0, ground, parts, H_SO, H_eff = compare(H0, zeta * L)

# ---- A model without spatial symmetry: the full tensor has all components
rng = np.random.default_rng(7)
noise = rng.normal(size=(5, 5)) * 250
skew = rng.normal(size=(3, 5, 5)) * 200
H0_low = spin_free_hamiltonian(np.diag(orbital_energy) + noise + noise.T,
                               exchange)
low_parts = compare(H0_low, 1j * (skew - skew.transpose(0, 2, 1)))[2]
D_low = sum(low_parts[Sb][2].sum(axis=0) for Sb in (0, 1, 2))
assert abs(D_low - np.diag(np.diag(D_low))).max() > 0.1

# ---- Exact diagonalization approaches the second-order splittings
levels = np.linalg.eigvalsh(H_eff)
gaps_second = levels[1:] - levels[0]


def exact_gaps(scale):
    e = np.linalg.eigvalsh(H0 + scale * H_SO)
    return e[1:3] - e[0]


def deviation(scale):
    return abs(exact_gaps(scale) / scale**2 - gaps_second).max() / max(
        gaps_second)


dev_a, dev_b = deviation(0.1), deviation(0.05)
assert dev_b < 0.05 and dev_b < 0.6 * dev_a

# ---- Axial and rhombic parameters
tensors = {Sb: parts[Sb][2].sum(axis=0) for Sb in (0, 1, 2)}
D_total = sum(tensors.values())
assert abs(D_total - np.diag(np.diag(D_total))).max() < 1e-8
traceless = np.diag(D_total) - np.trace(D_total) / 3
ix, iy, iz = np.argsort(abs(traceless))


def axial_rhombic(tensor):
    d = np.diag(tensor)
    return d[iz] - (d[ix] + d[iy]) / 2, (d[ix] - d[iy]) / 2


D_par, E_par = axial_rhombic(D_total)
predicted = np.sort([-2 * D_par / 3, D_par / 3 + E_par, D_par / 3 - E_par])
assert np.allclose(predicted[1:] - predicted[0], gaps_second, atol=1e-7)

axes, names = "xyz", {0: "singlets", 1: "triplets", 2: "quintets"}
print("Orbital energies xy, xz, yz, z2, x2-y2 (cm^-1):", orbital_energy)
print(f"Hund exchange J = {exchange:.0f} cm^-1, zeta = {zeta:.0f} cm^-1")
print("Number of determinants:", n_det)
weight = ground[position[0b010111]]**2
print(f"Weight of xy^2 xz yz in the ground triplet: {weight:.4f}")
for Sb in (0, 1, 2):
    print(f"Prefactor for {names[Sb]}: {prefactor(1, Sb):+.6f}")
for Sb in (0, 1, 2):
    gap, m, D_states = parts[Sb]
    d = np.diag(tensors[Sb])
    print(f"{names[Sb]}: lowest excitation {gap[0]:.1f} cm^-1")
    print(f"  D_xx, D_yy, D_zz = {d[0]:+.4f}, {d[1]:+.4f}, {d[2]:+.4f} cm^-1")
    part_D, part_E = axial_rhombic(tensors[Sb])
    print(f"  share of D = {part_D:+.4f}, of E = {part_E:+.4f} cm^-1")
    b = np.argmax(abs(np.trace(D_states, axis1=1, axis2=2)))
    k = np.argmax(abs(np.diag(D_states[b])))
    print(f"  strongest state: Delta = {gap[b]:.2f} cm^-1, axis {axes[k]}")
    print(f"    |m|^2 = {abs(m[k, b])**2:.2f} cm^-2,"
          f" D_{axes[k]}{axes[k]} = {D_states[b, k, k]:+.4f} cm^-1")
d = np.diag(D_total)
print(f"Total D_xx, D_yy, D_zz = {d[0]:+.4f}, {d[1]:+.4f}, {d[2]:+.4f} cm^-1")
print(f"Trace of total tensor = {np.trace(D_total):+.4f} cm^-1")
print("Principal axes (X, Y, Z) =", axes[ix], axes[iy], axes[iz])
print(f"D = {D_par:+.4f} cm^-1, E = {E_par:+.4f} cm^-1,"
      f" E/D = {E_par / D_par:.4f}")
to_GHz = speed_of_light * 100 / 1e9
print(f"D = {D_par * to_GHz:+.2f} GHz, E = {E_par * to_GHz:+.2f} GHz")
print("Second-order levels relative to E_0 (cm^-1):", np.round(levels, 4))
print("Splittings above lowest level, second order (cm^-1):",
      np.round(gaps_second, 4))
print("Splittings above lowest level, full diagonalization (cm^-1):",
      np.round(exact_gaps(1.0), 4))
print(f"Relative deviation, full coupling: {deviation(1.0):.5f}")
print(f"Relative deviation, coupling x 0.10: {dev_a:.6f}")
print(f"Relative deviation, coupling x 0.05: {dev_b:.6f}")
print("Low-symmetry test tensor (cm^-1), rows x, y, z:")
for row in D_low:
    print("  " + "  ".join(f"{value:+.4f}" for value in row))
print("OK")
```

Running it gives:

```
Orbital energies xy, xz, yz, z2, x2-y2 (cm^-1): [    0.  4000.  3000. 22000. 24000.]
Hund exchange J = 2500 cm^-1, zeta = 400 cm^-1
Number of determinants: 210
Weight of xy^2 xz yz in the ground triplet: 0.9947
Prefactor for singlets: +0.500000
Prefactor for triplets: -1.000000
Prefactor for quintets: +0.083333
singlets: lowest excitation 4728.4 cm^-1
  D_xx, D_yy, D_zz = +10.8745, +11.6955, +22.1406 cm^-1
  share of D = +10.8555, of E = -0.4105 cm^-1
  strongest state: Delta = 8088.69 cm^-1, axis z
    |m|^2 = 228877.49 cm^-2, D_zz = +14.1480 cm^-1
triplets: lowest excitation 2964.0 cm^-1
  D_xx, D_yy, D_zz = -18.0700, -21.8119, -6.6157 cm^-1
  share of D = +13.3253, of E = +1.8710 cm^-1
  strongest state: Delta = 2964.03 cm^-1, axis y
    |m|^2 = 39042.42 cm^-2, D_yy = -13.1721 cm^-1
quintets: lowest excitation 9756.9 cm^-1
  D_xx, D_yy, D_zz = +0.0000, +0.0000, +4.0809 cm^-1
  share of D = +4.0809, of E = +0.0000 cm^-1
  strongest state: Delta = 11756.86 cm^-1, axis z
    |m|^2 = 575743.37 cm^-2, D_zz = +4.0809 cm^-1
Total D_xx, D_yy, D_zz = -7.1954, -10.1163, +19.6058 cm^-1
Trace of total tensor = +2.2941 cm^-1
Principal axes (X, Y, Z) = x y z
D = +28.2617 cm^-1, E = +1.4605 cm^-1, E/D = 0.0517
D = +847.26 GHz, E = +43.78 GHz
Second-order levels relative to E_0 (cm^-1): [-78.346  -51.5448 -48.6239]
Splittings above lowest level, second order (cm^-1): [26.8012 29.7221]
Splittings above lowest level, full diagonalization (cm^-1): [31.6109 34.5851]
Relative deviation, full coupling: 0.16361
Relative deviation, coupling x 0.10: 0.015857
Relative deviation, coupling x 0.05: 0.007909
Low-symmetry test tensor (cm^-1), rows x, y, z:
  +2.8053  -8.3729  -1.8476
  -8.3729  +2.0920  +1.8532
  -1.8476  +1.8532  -1.1692
OK
```
